# Fifteenfold Torsional Symmetry and Nearly Free Cyclopentadienyl Rotation

**Result.** Turn a regular cyclopentadienyl ring by an angle \(\varphi\) about the common axis of the ring and a threefold M(CO)\(_3\) tripod. The torsional potential is

\[
V(\varphi)=V_0+\sum_{m\ge1}a_m\cos(15m\varphi),
\]

where \(\varphi=0\) places a ring carbon directly over a carbonyl. The ring has five identical CH groups, the complex is isolated, and both fragments have mirror planes through the axis. Without those planes, sine terms of the same orders may appear.

Symmetry fixes which harmonics survive, but not their size. Nearly free rotation needs a second fact: for smooth forces, the amplitudes fall rapidly with harmonic order. Both parts are derived below, starting from one ring atom and one carbonyl atom.

## 1. One pair, then one carbonyl

Let a ring atom and a carbonyl atom have azimuths that differ by \(\theta\). Their interaction \(u(\theta)\) depends on their distance, so it is even and has period \(2\pi\):

\[
u(\theta)=c_0+\sum_{n\ge1}c_n\cos n\theta .
\]

Now place five equal atoms at azimuths \(\varphi+2\pi j/5\), with \(j=0,\ldots,4\), above one carbonyl atom at azimuth zero. The \(n\)th harmonic is multiplied by

\[
S_5(n)=\sum_{j=0}^{4}e^{2\pi i nj/5}.
\]

If 5 divides \(n\), every term is 1 and \(S_5=5\). Otherwise the geometric sum gives

\[
S_5(n)=\frac{e^{2\pi i n}-1}{e^{2\pi i n/5}-1}=0,
\]

because the numerator vanishes and the denominator does not. Hence

\[
V_{\rm one}(\varphi)=5\left[c_0+\sum_{m\ge1}c_{5m}\cos5m\varphi\right].
\]

A single carbonyl therefore sees a fivefold potential. As a limit, replace five atoms by \(N\) and let \(N\) grow at fixed total interaction strength. The first surviving order is \(N\), which moves to infinity, and the ring becomes a uniform hoop with no torsional potential.

## 2. Three carbonyls

Put the carbonyls at azimuths \(2\pi k/3\), with \(k=0,1,2\). The relative angles are

\[
\theta_{jk}=\varphi+\frac{2\pi j}{5}-\frac{2\pi k}{3}.
\]

Write the pair function as \(u=\sum_n\hat u_ne^{in\theta}\), with \(\hat u_0=c_0\) and \(\hat u_{\pm n}=c_n/2\). Then

\[
V(\varphi)=\sum_n\hat u_n e^{in\varphi}
\left[\sum_{j=0}^{4}e^{2\pi inj/5}\right]
\left[\sum_{k=0}^{2}e^{-2\pi ink/3}\right].
\]

The first bracket is 5 if \(5|n\) and zero otherwise. By the same geometric sum, the second is 3 if \(3|n\) and zero otherwise. Since 3 and 5 have no common factor, both conditions together mean \(15|n\):

\[
V(\varphi)=15\left[c_0+\sum_{m\ge1}c_{15m}\cos15m\varphi\right].
\]

The factor 15 counts the pairs. With several kinds of atom, the expressions for each pair of kinds are added, so \(a_m=15\sum c_{15m}\).

The three carbonyls see the same fivefold wave with phases shifted by \(0\), \(-10\pi/3\) and \(-20\pi/3\). These are three equally spaced phases, so the fifth harmonics cancel. The tenth cancel in the same way, and the fifteenth add.

For an \(N\)-membered regular ring the conditions are \(N|n\) and \(3|n\), so the lowest order is \(\operatorname{lcm}(N,3)\). This is 12 for a four-membered ring and 6 for a six-membered arene. The arene's symmetry already contains the threefold symmetry of the tripod, so the tripod removes nothing further.

## 3. Removing the pair assumption

Chemical bonding is not a sum of pair forces. The selection rule survives because it follows from the symmetry of the whole energy.

Turning the ring by \(2\pi/5\) puts identical nuclei on the same set of positions. The electronic Hamiltonian is unchanged, so

\[
V(\varphi+2\pi/5)=V(\varphi).
\]

For an isolated complex the energy depends only on the ring angle minus the tripod angle. Turning the tripod by \(-2\pi/3\) increases this difference by \(2\pi/3\) and also restores the nuclear positions, so

\[
V(\varphi+2\pi/3)=V(\varphi).
\]

Combining two tripod periods with three backward ring periods gives

\[
2\left(\frac{2\pi}{3}\right)-3\left(\frac{2\pi}{5}\right)
=\frac{20\pi-18\pi}{15}=\frac{2\pi}{15}.
\]

Thus \(V\) has period \(24^\circ\), and its Fourier orders are multiples of 15. Finally, reflect the complex in the vertical plane through the carbonyl at azimuth zero. The tripod is unchanged and the ring angle \(\varphi\) becomes \(-\varphi\). Therefore \(V(-\varphi)=V(\varphi)\), which removes the sines.

A propeller-shaped tripod tests this last condition. With the oxygens twisted by \(10^\circ\) about the axis relative to their carbons, a sum over explicit coordinates gave a fifteenth sine amplitude above \(10^{-8}\) meV, while every order not divisible by 15 stayed below \(10^{-9}\) meV.

Rigidity is sufficient but not necessary. Suppose the other coordinates relax to a unique minimum at each \(\varphi\), with \(\varphi\) defined from the average azimuths of the ring groups and of the carbonyls. Relabelling the groups cyclically shifts \(\varphi\) by one period and carries one minimum into the other at equal energy. The relaxed potential has the same periods, but its amplitudes can differ considerably from the rigid ones. The energy gained by relaxation contains products of lower force harmonics that also contribute to the fifteenth: the fifth with the tenth for the force on a carbonyl, and the sixth with the ninth or the third with the twelfth for the force on a ring group. The single potential surface assumed here would fail for an electronically degenerate state.

## 4. Why the fifteenth harmonic can be small

Let a ring atom have radius \(\rho\), a carbonyl atom radius \(R\), and let their heights differ by \(h\). Their squared distance is

\[
d^2=(\rho\cos\theta-R)^2+\rho^2\sin^2\theta+h^2=A-B\cos\theta,
\]

\[
A=\rho^2+R^2+h^2,\qquad B=2\rho R.
\]

Since \(A-B=(\rho-R)^2+h^2\), we have \(A>B\) unless the atoms can touch. Define

\[
q=\frac{A-\sqrt{A^2-B^2}}{B},\qquad 0<q<1.
\]

This is the smaller root of \(Bq^2-2Aq+B=0\), so \(A=B(1+q^2)/(2q)\). Substitution gives

\[
d^2=\frac{B}{2q}(1-2q\cos\theta+q^2)
=\frac{B}{2q}(1-qe^{i\theta})(1-qe^{-i\theta}).
\]

For an inverse power \(d^{-2s}\), with \(s>0\), expand each factor by

\[
(1-x)^{-s}=\sum_{k\ge0}\frac{(s)_k}{k!}x^k,
\qquad (s)_k=s(s+1)\cdots(s+k-1).
\]

A term \(e^{in\theta}\) arises when the first factor supplies power \(k+n\) and the second supplies power \(k\). Its coefficient is

\[
\left(\frac{2q}{B}\right)^s\sum_{k\ge0}
\frac{(s)_{k+n}(s)_k}{(k+n)!\,k!}q^{n+2k}.
\]

Now use \((s)_{k+n}=(s)_n(s+n)_k\) and \((k+n)!=n!(n+1)_k\). The remaining sum is the Gauss hypergeometric series

\[
{}_2F_1(s,s+n;n+1;q^2)=\sum_{k\ge0}\frac{(s)_k(s+n)_k}{(n+1)_k\,k!}q^{2k}.
\]

The terms \(e^{in\theta}\) and \(e^{-in\theta}\) have equal coefficients, so the cosine coefficient is twice as large:

\[
c_n=2\left(\frac{2q}{B}\right)^s\frac{(s)_n}{n!}\,q^n\,
{}_2F_1(s,s+n;n+1;q^2),\qquad n\ge1.
\]

The successive ratio of \((s)_n/n!\) is \((s+n)/(n+1)\), which tends to 1. The hypergeometric factor tends to \(\sum_k(s)_kq^{2k}/k!=(1-q^2)^{-s}\). Hence \(c_{n+1}/c_n\to q\), and the decay is eventually geometric.

Three limits show what the formula says:

- For \(s=1\), \((1)_n/n!=1\) and the hypergeometric factor is \(1/(1-q^2)\). Successive coefficients then have ratio \(q\) at every order.
- For a distant ring, \(q\simeq B/(2A)\), so \(c_n\simeq2A^{-s}[(s)_n/n!](B/2A)^n\). Direct expansion of \((A-B\cos\theta)^{-s}\) agrees: its term in \(\cos^n\theta\) contains \(2^{1-n}\cos n\theta\).
- If \(\rho\to R\) and \(h\to0\), then \(q\to1\). The atoms nearly collide, geometric suppression is lost, and the argument for a small barrier fails.

The closed formula was tested against direct quadrature for \(A=23\), \(B=11\), \(s=\tfrac12,3,6\) and \(n=5,15,30\). The relative differences were below \(10^{-20}\).

A weaker statement holds without pair forces. Suppose \(V\) is analytic for \(|\operatorname{Im}\varphi|\le\eta\) and \(|V|\le M\) there. Shift the Fourier integral to \(\varphi-i\eta\); the vertical sides cancel by periodicity. For \(n>0\),

\[
|v_n|=\left|\frac{1}{2\pi}\int_0^{2\pi}
V(\varphi-i\eta)e^{-in\varphi}e^{-n\eta}\,d\varphi\right|
\le Me^{-n\eta}.
\]

High harmonics of a smooth potential are therefore suppressed, but \(\eta\) and \(M\) for bonding through the metal are not known from this argument.

## 5. A numerical half-sandwich

The example uses rough dimensions in the regime of cymantrene, CpMn(CO)\(_3\). The ring carbons and hydrogens lie at radii 1.20 and 2.28 Å, with the ring 1.80 Å above the metal. The M–C and C–O lengths are 1.80 and 1.15 Å, and the OC–M–CO angle is \(90^\circ\). The pair energy is

\[
u=4\varepsilon\left[(\sigma/d)^{12}-(\sigma/d)^6\right],
\]

which uses \(s=6\) for repulsion and \(s=3\) for attraction. The values of \(\varepsilon\) and \(\sigma\), listed in the numerical output, are round model parameters.

The ring hydrogens and carbonyl carbons give the largest contribution. For them \(\rho=2.2794\), \(R=1.4697\) and \(h=2.8392\) Å, so

\[
A=5.196+2.160+8.061=15.417\ \text{Å}^2,\qquad B=6.700\ \text{Å}^2,
\]

\[
q=\frac{15.417-13.885}{6.700}=0.2287.
\]

Here \(q^{15}\simeq2.44\times10^{-10}\). For repulsion, \((6)_{15}/15!=\binom{20}{5}=15504\), a large factor that offsets part of the suppression. The hypergeometric factor is 1.53, giving

\[
c_{15}^{\rm rep}=2(0.0683)^6(15504)(2.44\times10^{-10})(1.53)
\simeq1.17\times10^{-12}\ \text{Å}^{-12}.
\]

With \(\varepsilon=2.0\) meV and \(\sigma=2.9\) Å, multiplication by \(15\times4\varepsilon\sigma^{12}\) gives about \(4.97\times10^{-5}\) meV. The same calculation with \(s=3\) gives an attractive part of \(0.18\times10^{-5}\) meV. Their difference agrees with the full-precision value, \(4.79\times10^{-5}\) meV.

Adding the contributions in the order C–C, C–O, H–C, H–O, with the ring atom named first, gives

\[
a_1=(0.516+0.010+4.792+0.852)\times10^{-5}
=6.17\times10^{-5}\ \text{meV}.
\]

An independent sum over Cartesian coordinates at 360 orientations gives the same amplitude, and all orders not divisible by 15 are below \(10^{-9}\) meV.

At \(\varphi=0\), all cosines are 1. At \(\varphi=\pi/15=12^\circ\), the \(m\)th cosine is \((-1)^m\). Therefore

\[
V(0)-V(12^\circ)=2\sum_{m\ {\rm odd}}a_m\simeq2a_1
=1.23\times10^{-4}\ \text{meV},
\]

or 0.012 J/mol. At \(12^\circ\), one carbonyl lies beneath the middle of a ring C–C bond. The positive sign means that the arrangement with a ring carbon over a carbonyl is higher in this rigid model. Neither the sign nor the digits are robust. Letting the carbonyls bend against a force constant of 4 or 8 eV/rad\(^2\) gives \(-4\times10^{-4}\) or \(+2\times10^{-4}\) meV, and letting the ring tilt against 25 eV/rad\(^2\) gives \(-1.3\times10^{-4}\) meV. A rigid complex with a ring height of 1.77 Å and an OC–M–CO angle of \(92^\circ\) gives \(2.8\times10^{-4}\) meV, and an exponential repulsion in place of \(d^{-12}\) gives about \(3\times10^{-5}\) meV. All of these stay below \(10^{-3}\) meV in magnitude.

One carbonyl alone gives a barrier of 8.35 meV. Adding the other two reduces it by a factor of about 68,000, through the cancellation of the fifth and tenth harmonics.

Other ring sizes were compared with the ring height, bond lengths and pair parameters held fixed:

- four-membered ring, order 12: \(2.55\times10^{-3}\) meV;
- five-membered ring, order 15: \(1.23\times10^{-4}\) meV;
- six-membered ring, order 6: 14.6 meV.

The ring radii change with ring size, so harmonic order is not the sole difference. In this model the six-membered ring has a barrier of about half \(k_{\rm B}T\) at 350 K, whereas the five-membered ring is almost unhindered.

## 6. What nearly free means

At 350 K, \(k_{\rm B}T=30.2\) meV, and the ideal barrier is \(4.1\times10^{-6}\) of this. A classical thermal distribution of \(\varphi\) is uniform to a few parts per million.

For the quantum case, take zero total angular momentum about the axis. The ring has angular momentum \(m\hbar\) and the tripod \(-m\hbar\), with \(m\) an integer. The kinetic energy is

\[
Fm^2,\qquad
F=\frac{\hbar^2}{2}\left(\frac1{I_{\rm ring}}+\frac1{I_{\rm tripod}}\right).
\]

The moments of inertia are 112.6 and 356.3 u Å\(^2\), which give \(F=0.0244\) meV. The barrier is 0.5% of \(F\).

Since \(a_1\cos15\varphi=(a_1/2)(e^{15i\varphi}+e^{-15i\varphi})\), the potential couples the ground state \(m=0\) to \(m=\pm15\) with matrix element \(a_1/2\). These states lie \(225F\) higher. First-order perturbation theory gives each an amplitude of magnitude

\[
\alpha=\frac{a_1/2}{225F}=\frac{a_1}{450F}
=\frac{6.17\times10^{-5}}{450(0.0244)}\simeq5.6\times10^{-6}.
\]

Matrix diagonalization gives the same value. The ground state is proportional to \(1-2\alpha\cos15\varphi\), so its density is proportional to \(1-4\alpha\cos15\varphi\) at leading order. The ring is not localized in any of the fifteen wells. In the limit \(a_1\to0\) the density becomes uniform.

## 7. A test with electronic polarization

The same cancellation can be examined without pair forces. The cyclopentadienyl anion was treated at the RHF/STO-3G level in the field of charges of \(+0.5e\), placed 2.0 Å from the axis and 2.0 Å below the ring plane. The electron density could polarize.

With one charge, the energy with a ring carbon over the charge, minus that after a \(36^\circ\) turn, is \(-18.5\) meV. With three charges, the difference between \(0^\circ\) and \(12^\circ\) is \(1.5\times10^{-3}\) meV, smaller in magnitude by a factor of about 12,000. Energies at \(5^\circ\) and \(29^\circ\), one predicted period apart, agree within the energy convergence threshold of the calculation, about \(3\times10^{-7}\) meV.

The two differences have opposite signs. This does not conflict with the selection rule, which relates neither the signs nor the sizes of the fifth and fifteenth amplitudes. The calculation leaves out the metal, the carbonyl orbitals, exchange repulsion with them, and electron correlation. The minimal basis is also too small to fix the two energy differences or their ratio. In 6-31G they are \(-43\) and \(2.5\times10^{-2}\) meV, and in 6-31+G* they are \(-66\) and \(3.8\times10^{-2}\) meV, so the ratio falls to about 1,750. The test supports the cancellation, but does not predict the barrier of a complete complex.

## 8. When the symmetry is broken

If one ring group differs from the others, \(S_5\) no longer removes orders that are not divisible by 5. The perfect tripod still requires \(3|n\), so a threefold term appears. If instead the ring is regular but its surroundings lack threefold symmetry, the condition is \(5|n\), and a fivefold term appears.

Three changes were made separately, with all other settings fixed:

- One CH group moved outward by 0.02 Å: orders divisible by 3, barrier 0.94 meV.
- Ring tilted by \(2^\circ\) about its centre, so that its lowest side stays above one carbonyl: orders divisible by 5, barrier 2.8 meV. The value depends on the direction of tilt: with the lowest side midway between two carbonyls it is 0.33 meV.
- One outside carbon atom at ring height, 5.0 Å from the axis and fixed relative to the tripod: orders divisible by 5, barrier 9.0 meV.

These barriers exceed the ideal one by factors of roughly 8,000 to 73,000. A small permanent imperfection therefore matters far more than the fifteenth harmonic. For the sizes chosen, each barrier is below \(k_{\rm B}T\) at 350 K; the largest is about 30% of it. This is not a general rule. The neighbour's effect is steep in distance: 0.16 meV at 5.5 Å, 29 meV at 4.8 Å, and 91 meV, three times \(k_{\rm B}T\), at 4.6 Å.

Ordinary vibrations need a distinction. At an instant they distort the ring, but they do not single out one of five identical groups permanently. If they are fast enough to be averaged at fixed \(\varphi\), relabelling the groups leaves the averaged energy unchanged, and the fifteenfold rule returns. A substituted ring has no such protection.

For cymantrene vapour, the dimensions and temperature used here are rough but relevant. The pair forces are less secure: a ring carbon directly over a carbonyl carbon is only 2.85 Å from it, well inside the chosen \(\sigma=3.4\) Å, and both atoms are bonded to the same metal. The calculated \(10^{-4}\) meV is thus a model value, not a measured barrier or a bound. In a crystal, neighbours generally break the threefold symmetry seen by the ring. The single neighbour above shows that one close contact can raise the model barrier to several meV; the total for a real crystal depends on all its contacts.

## Computed results

```
C-C and C-H lengths: 1.41, 1.08 angstrom
Ring C and H radii: 1.1994, 2.2794 angstrom
Metal-ring height: 1.80 angstrom
M-C and C-O lengths: 1.80, 1.15 angstrom
Tripod C and O radii: 1.4697, 2.4087 angstrom
Ring to carbonyl C, O heights: 2.8392, 3.5032 angstrom
Ring C - carbonyl C: epsilon 3.0 meV, sigma 3.4 angstrom
  decay factor q 0.1548, 15th amplitude 5.161e-06 meV
Ring C - carbonyl O: epsilon 4.0 meV, sigma 3.2 angstrom
  decay factor q 0.1515, 15th amplitude 1.027e-07 meV
Ring H - carbonyl C: epsilon 2.0 meV, sigma 2.9 angstrom
  decay factor q 0.2287, 15th amplitude 4.792e-05 meV
Ring H - carbonyl O: epsilon 2.5 meV, sigma 2.7 angstrom
  decay factor q 0.2508, 15th amplitude 8.522e-06 meV
15th amplitude, formula: 6.17027e-05 meV
15th amplitude, coordinates: 6.17027e-05 meV
Barrier V(0)-V(12 deg): 1.2341e-04 meV
Same barrier: 1.191e-02 J/mol
Barrier with one carbonyl: 8.3522 meV
Ring of 4, order 12: barrier 2.5489e-03 meV
Ring of 5, order 15: barrier 1.2341e-04 meV
Ring of 6, order 6: barrier 1.4598e+01 meV
Temperature: 350 K; kT: 30.161 meV
Barrier / kT: 4.092e-06
Ring inertia: 112.58 u angstrom^2
Tripod inertia: 356.29 u angstrom^2
Relative rotor constant F: 0.02443 meV
Barrier / F: 5.051e-03
Ground-state amplitude ratio |15>/|0>: 5.612e-06
One CH moved out 0.02 angstrom: barrier 0.9448 meV
Ring tilted 2.0 deg: barrier 2.7644 meV
Neighbour C at 5.0 angstrom from axis: barrier 8.9944 meV
Anion test charges: 0.5 e, radius 2.0, depth 2.0 angstrom
RHF/STO-3G one charge, E(0)-E(36 deg): -18.5110 meV
RHF/STO-3G three charges, E(0)-E(12 deg): 1.511e-03 meV
RHF/STO-3G three charges, E(5)-E(29 deg): 6.5e-09 meV
```
